# Roughness decay in diffusion-limited electropolishing under a finite boundary layer

Under a diffusion layer 20 µm thick, a ripple of wavelength 5 µm on a dissolving metal loses nine tenths of its amplitude in 52 s, and a ripple of 20 µm needs 209 s: four times the wavelength, four times the time. Between 500 µm and 2000 µm the wavelength also grows fourfold, yet the time rises merely from 1289 s to 1314 s. The first pair suggests that the decay rate is proportional to the wavenumber, the second that it does not depend on the wavenumber at all. Both follow from one diffusion problem, but the second depends on what the outer edge of the layer does.

Let the metal dissolve at its limiting current, fixed by the supply of an acceptor, a species that binds the metal ions as they leave. The acceptor has diffusivity \(D\), and \(\nu\) acceptor particles are used per metal atom. Its concentration \(c\) is zero everywhere on the metal surface and \(c_b\) at the outer edge of the diffusion layer. Inside the layer there is neither convection nor migration, and \(D\) is constant. The metal has molar volume \(V_m\) and dissolves without regard to crystal orientation.

Measure \(y\) from the mean surface into the liquid, and let this origin move with the mean surface as it recedes. The profile is

\[
y=h(x,t)=a(t)\cos kx ,\qquad k=\frac{2\pi}{\lambda}.
\]

For now the outer edge is flat and stays at \(y=\delta\). Diffusion is taken to be quasi-steady: the concentration adjusts to the present shape before the shape changes noticeably, so that

\[
\nabla^2c=0,\qquad c(x,h)=0,\qquad c(x,\delta)=c_b .
\]

The size of the error this makes is found below.

The acceptor flux into the metal is \(D\,\mathbf n\cdot\nabla c\), where \(\mathbf n=(-h_x,1)/\sqrt{1+h_x^2}\) points into the liquid and subscripts denote derivatives. Each mole of acceptor removes a volume \(V_m/\nu\) of metal, so the surface moves along \(\mathbf n\) with velocity \(-(V_mD/\nu)\,\mathbf n\cdot\nabla c\). A surface whose height changes at the rate \(\dot Y\) has normal velocity \(\dot Y/\sqrt{1+h_x^2}\). The square roots cancel, and in the laboratory frame

\[
\dot Y=-\frac{V_mD}{\nu}\left(\frac{\partial c}{\partial y}-h_x\frac{\partial c}{\partial x}\right)_{y=h}. \tag{1}
\]

For a flat surface the solution is \(c_0=c_by/\delta\), and (1) gives a recession speed

\[
v_0=\frac{V_mDc_b}{\nu\delta}. \tag{2}
\]

If each metal atom gives up \(n\) electrons, the limiting current density is \(i_L=nFv_0/V_m\), with \(F\) the Faraday constant.

Now write \(c=c_0+c_1\), with \(c_1\) of first order in \(a\). The condition on the corrugated surface is carried to \(y=0\) by a Taylor expansion:

\[
0=c_0(h)+c_1(x,h)=\frac{c_b}{\delta}h+c_1(x,0)+O(a^2),
\]

and therefore

\[
c_1(x,0)=-\frac{c_b}{\delta}\,a\cos kx ,\qquad c_1(x,\delta)=0 .
\]

At a peak the plane \(y=0\) lies inside the metal, and \(c_1\) there is the smooth continuation of the field in the liquid. The minus sign says that, at equal \(y\), the liquid is depleted above a peak and enriched above a valley. With \(c_1=f(y)\cos kx\), Laplace's equation becomes \(f''=k^2f\). The combination of exponentials that vanishes at \(y=\delta\) is proportional to \(\sinh k(\delta-y)\), and the value at \(y=0\) fixes its factor:

\[
c_1=-\frac{ac_b}{\delta}\,\frac{\sinh k(\delta-y)}{\sinh k\delta}\,\cos kx. \tag{3}
\]

Differentiating \(\sinh k(\delta-y)\) with respect to \(y\) gives \(-k\cosh k(\delta-y)\). This second minus sign cancels the first, and to first order

\[
\left.\frac{\partial c}{\partial y}\right|_{y=h}
=\frac{c_b}{\delta}\left[1+ak\coth(k\delta)\cos kx\right]. \tag{4}
\]

No further term comes from evaluating \(c_0'\) at \(h\) instead of zero, because \(c_0\) is linear. The product \(h_x\,\partial c/\partial x\) in (1) has two factors of order \(a\) and drops out. Inserting (4) in (1) gives a uniform velocity \(-v_0\), which is the motion of the origin, and a part proportional to \(\cos kx\), which changes the amplitude:

\[
\frac{da}{dt}=-\sigma a,\qquad a(t)=a(0)e^{-\sigma t},\qquad
\sigma=v_0k\coth(k\delta). \tag{5}
\]

The ripple decays because the gradient is steeper at the peaks. The expansion requires \(h\,\partial c_1/\partial y\) to be small compared with \(c_1\), that is \(ak\coth k\delta\ll1\). For short waves this means \(a\ll1/k\), for long waves \(a\ll\delta\). Since the problem is linear at this order, the Fourier components of a general shallow profile decay independently, each with its own \(\sigma\).

When \(k\delta\gg1\), \(\coth k\delta\to1\) and

\[
\sigma\to v_0k .
\]

The disturbance (3) then falls off as \(e^{-ky}\) and has died out before it reaches the outer edge. The layer thickness enters only through \(v_0\). When \(k\delta\ll1\), the series of the hyperbolic functions, with \(z=k\delta\), give

\[
z\coth z=\frac{1+z^2/2+\dots}{1+z^2/6+\dots}=1+\frac{z^2}{3}+\dots,
\qquad
\sigma\to\frac{v_0}{\delta}\left[1+\frac{(k\delta)^2}{3}\right]. \tag{6}
\]

The rate tends to a finite value. Diffusion now runs straight across the layer, whose local thickness is \(\delta-h\), and the local flux is

\[
\frac{Dc_b}{\delta-h}\simeq\frac{Dc_b}{\delta}\left(1+\frac h\delta\right).
\]

A peak dissolves faster because its diffusion path is shorter, and that advantage depends on its height, not on the distance to the next peak. The two regimes meet near \(k\delta=1\), at \(\lambda=2\pi\delta\).

The numbers at the start belong to round model parameters: \(\delta=20\) µm, \(D=5\times10^{-10}\) m²/s, \(c_b=1200\) mol/m³, \(\nu=6\), \(V_m=7\times10^{-6}\) m³/mol and \(n=2\). From (2),

\[
v_0=\frac{(7\times10^{-6})(5\times10^{-10})(1200)}{6\,(20\times10^{-6})}\ \text{m/s}
=3.5\times10^{-8}\ \text{m/s},
\]

or 35 nm/s, which corresponds to \(i_L=965\) A/m². The long-wave rate is \(v_0/\delta=1.75\times10^{-3}\) s⁻¹, and the tenfold time \(\ln10/\sigma\) has the long-wave limit 1316 s. At 100 µm, \(k\delta=1.257\) and \(k\delta\coth k\delta=1.478\), so that \(\sigma=1.478\times1.75\times10^{-3}=2.59\times10^{-3}\) s⁻¹ and the tenfold time is 890 s. At 500 µm, \(k\delta=0.251\), and the correction \((k\delta)^2/3\) in (6) is 2.1 per cent. This accounts for the time of 1289 s, already close to the limit.

The price of levelling is metal. While the amplitude falls from \(a_0\) to \(a_1\), the time is \(\ln(a_0/a_1)/\sigma\), and the mean surface recedes by

\[
\Delta=v_0\,\frac{\ln(a_0/a_1)}{\sigma}
=\ln\!\left(\frac{a_0}{a_1}\right)\frac{\tanh k\delta}{k}
\le\delta\ln\!\left(\frac{a_0}{a_1}\right), \tag{7}
\]

where the bound follows from \(\tanh z\le z\). The speed has cancelled: in this model a larger \(D\) or \(c_b\) saves time but not metal. A tenfold reduction costs 1.8 µm at 5 µm wavelength, 31 µm at 100 µm and 46 µm at 2000 µm. A thinner layer reduces the metal spent on long waves, but hardly alters that spent on waves much shorter than \(\delta\), for which \(\Delta\simeq\ln(a_0/a_1)/k\).

The finite long-wave rate rests on the flat outer edge. Suppose instead that the edge follows the metal partly, at \(y=\delta+\beta a\cos kx\), with \(\beta=0\) for a flat edge and \(\beta=1\) for one that copies the profile. Carrying the condition \(c=c_b\) to \(y=\delta\), as was done at the metal, gives

\[
c_b=c_0(\delta+\beta h)+c_1(x,\delta)
\quad\Rightarrow\quad
c_1(x,\delta)=-\beta\,\frac{c_b}{\delta}\,a\cos kx .
\]

The solution with these two boundary values is

\[
c_1=-\frac{ac_b}{\delta}\,
\frac{\sinh k(\delta-y)+\beta\sinh ky}{\sinh k\delta}\,\cos kx .
\]

Its derivative at \(y=0\) contains \(-k\cosh k\delta+\beta k\) in the numerator, so the rate becomes

\[
\sigma_\beta=v_0k\left[\coth k\delta-\frac{\beta}{\sinh k\delta}\right]. \tag{8}
\]

With \(1/\sinh z=1/z-z/6+\dots\), its long-wave form is

\[
\sigma_\beta\simeq\frac{v_0}{\delta}\left[1-\beta+\left(\frac13+\frac\beta6\right)(k\delta)^2\right].
\]

The leading term counts how much the local thickness \(\delta-(1-\beta)h\) varies. For \(\beta=1\) it vanishes. The identities \(\cosh z-1=2\sinh^2(z/2)\) and \(\sinh z=2\sinh(z/2)\cosh(z/2)\) then turn (8) into

\[
\sigma_1=v_0k\tanh\frac{k\delta}{2}\;\to\;\frac{v_0k^2\delta}{2}\qquad(k\delta\to0). \tag{9}
\]

A layer that copies a long wave is equally thick over peaks and valleys and levels it only through the weak sideways diffusion. At 5 µm wavelength the copying edge leaves the tenfold time at 52 s. At 100 µm it raises it from 890 s to 1880 s, and at 2000 µm from 1314 s to \(6.7\times10^5\) s, more than seven days, during which 35 nm/s would remove 23 mm of metal. The value of \(\beta\) is an input here. In a cell the layer is maintained by flow, which also acts inside it and which this calculation does not treat. One case shows how much that can matter. For creeping shear flow of rate \(S\) across the ripples, the stream function is \(\tfrac12S\,(y-ae^{-ky}\cos kx)^2\) to first order in \(a\). The field \(c=(c_b/\delta)(y-ae^{-ky}\cos kx)\) is constant on its streamlines, satisfies Laplace's equation and vanishes on the metal. It corresponds to \(\beta=e^{-k\delta}\), for which (8) gives \(\sigma=v_0k\) at every wavelength, with no plateau. The limit \(v_0/\delta\) therefore belongs to waves long compared with \(\delta\), under a layer with no convection across the ripples and with an edge that stays flat.

Equations (5) and (8) were tested against finite-element solutions of Laplace's equation between the actual corrugated boundaries, which make no use of (3). For \(k\delta=0.4\), 1.5 and 6 and \(\beta=0\), 1/2 and 1, all nine rates agree within 0.5 per cent; the values are in the numerical output. Following the whole surface in time at \(\lambda=100\) µm, from an amplitude of \(0.01\delta\), gives \(a/a_0=0.1000\) after the predicted tenfold time. From \(0.2\delta\), where \(ak\coth k\delta\) is about 0.3, the first harmonic ends at 0.099 of its starting value, less than 1 per cent below the linear prediction. Symmetry helps here. Shifting the profile by half a wavelength reverses the signs of \(a_0\) and of the later first harmonic, so their ratio is even in \(a_0\), and its correction begins at order \(a_0^2\).

A different long-time behaviour appears if the outer edge is flat but fixed in space, as it would be if a thin stationary screen, freely permeable to the acceptor, separated quiet liquid from stirred liquid. The layer then thickens as the metal recedes. Let \(\delta_0\) be the initial thickness and \(v_0\) the initial speed. At thickness \(\delta\) the speed is \(v_0\delta_0/\delta\), hence

\[
\frac{d\delta}{dt}=\frac{v_0\delta_0}{\delta},\qquad
\delta^2=\delta_0^2+2v_0\delta_0t .
\]

Equation (5) still holds at each instant, with \(d\delta/dt\) as the recession speed. Dividing by \(d\delta/dt\) removes the time:

\[
\frac{d\ln a}{d\delta}=-k\coth k\delta=-\frac{d}{d\delta}\ln\sinh k\delta
\quad\Rightarrow\quad
a=a_0\,\frac{\sinh k\delta_0}{\sinh k\delta}. \tag{10}
\]

The decay is no longer exponential in time. For waves that remain long compared with the growing layer, \(a\delta\) is constant, so a tenfold reduction needs a tenfold thicker layer and the removal of \(9\delta_0=180\) µm, against 46 µm when the edge follows the mean surface. At 100 µm wavelength, (10) gives a final thickness of 55.3 µm. The metal removed is 35.3 µm, little more than the earlier 31 µm, but the time is 1900 s instead of 890 s, because dissolution slows as the layer grows. The time-marched surface also confirms this law: when \(\delta\) has doubled, it gives \(a/a_0=0.2632\) against 0.2633 from (10).

There remains the quasi-steady assumption. For the edge that follows the mean surface, diffusion across the layer takes a time of order \(\delta^2/D=0.8\) s, while the surface recedes by \(\delta\) in \(\delta/v_0\). The ratio of the two is

\[
\varepsilon=\frac{v_0\delta}{D}=\frac{V_mc_b}{\nu},
\]

here 0.0014. To find what this small number does to \(\sigma\), keep the time derivative. Take the liquid to be at rest in the laboratory, which requires that it gain a volume \(V_m\) for each mole of metal dissolved. With the origin receding at speed \(v\), the diffusion equation is

\[
\frac{\partial c}{\partial t}+v\frac{\partial c}{\partial y}=D\nabla^2c .
\]

Put \(P=v\delta/D\). The flat steady solution is \(c_0=c_b(e^{Py/\delta}-1)/(e^P-1)\). The mass balance \(v=(V_mD/\nu)c_0'(0)\) becomes \(P=\varepsilon P/(e^P-1)\), hence \(P=\ln(1+\varepsilon)\).

For the ripple let \(a\) and \(c_1=f(y)\cos kx\) both vary as \(e^{-\sigma t}\), and define \(K=k\delta\), \(s=\sigma\delta^2/D\) and \(\zeta=y/\delta\). Then

\[
\frac{d^2f}{d\zeta^2}-P\frac{df}{d\zeta}-(K^2-s)f=0,\qquad
f(0)=-ac_0'(0),\qquad f(1)=0,
\]

where the arguments of \(f\) are values of \(\zeta\). The substitution \(f=e^{P\zeta/2}g\) removes the first derivative and leaves \(g''=q^2g\), with \(q^2=P^2/4+K^2-s\). Thus

\[
f=-ac_0'(0)\,e^{P\zeta/2}\,\frac{\sinh q(1-\zeta)}{\sinh q}.
\]

The gradient at the metal now has two first-order parts, \(df/dy\) and \(ac_0''(0)=aPc_0'(0)/\delta\), since \(c_0\) is slightly curved. Their sum is

\[
\frac{ac_0'(0)}{\delta}\left[-\frac P2+q\coth q+P\right].
\]

Multiplied by \(V_mD/\nu\), this must equal \(\sigma a\). Because \((V_mD/\nu)c_0'(0)=v=DP/\delta\),

\[
s=P\left(\frac P2+q\coth q\right). \tag{11}
\]

To lowest order \(P=\varepsilon\) and \(q=K\), which restores (5). For long waves \(s\simeq P\), so \(q^2\simeq K^2-P\) and \(q\coth q\simeq1+K^2/3-P/3\). The term \(K^2/3\) is the one already present in (6). Setting it aside, \(s\simeq P(1+P/6)\), and with \(P\simeq\varepsilon-\varepsilon^2/2\) this is \(s\simeq\varepsilon(1-\varepsilon/3)\). For short waves \(\coth q\simeq1\), and \(q=K-P/2\) with \(s=PK\) satisfies (11), so \(s\simeq\varepsilon K(1-\varepsilon/2)\). Relative to (5), the rate is thus lowered by \(\varepsilon/3\) and \(\varepsilon/2\) in the two limits. These coefficients, and their sign, belong to a liquid at rest. Any other volume change on dissolution drives a flow of order \(v_0\), which alters the correction but leaves it of order \(\varepsilon\). If the liquid gains no volume and follows the surface, the long-wave rate is raised by \(\varepsilon/6\) instead. In the example the reduction is 0.05 per cent at 2000 µm and 0.07 per cent at 5 µm. A direct matrix solution of the coupled time-dependent equations, at the much larger \(\varepsilon=0.1\), agrees with (11) within 0.1 per cent for \(K=0.05\), 1.257 and 5.

The same leading-order result applies when the current is limited by the diffusion of metal ions away from the outer face of a thin salt film that follows the surface. The ion concentration in the liquid is then the saturation value \(c_s\) at the film and \(c_\infty\) at the outer edge, and \(D\) is the diffusivity of the ions, whose migration is again neglected. The difference \(c_s-c\) obeys the same equation and boundary conditions as the acceptor concentration, with \(c_b\) replaced by \(c_s-c_\infty\) and \(\nu=1\), provided \(V_mc_s\ll1\). In either case (5) requires every part of the surface to remain on the limiting-current plateau. Where the surface reaction sets the speed instead, the concentration at the metal is no longer fixed, and the boundary condition from which (3) was obtained fails.

## Numbers as computed

```
Rate in units of v0/delta: K, beta, finite elements, formula
  0.4  0.0  1.0529  1.0528
  0.4  0.5  0.5659  0.5659
  0.4  1.0  0.0789  0.0790
  1.5  0.0  1.6573  1.6572
  1.5  0.5  1.3050  1.3050
  1.5  1.0  0.9527  0.9527
  6.0  0.0  6.0040  6.0001
  6.0  0.5  5.9891  5.9852
  6.0  1.0  5.9743  5.9703
Flat edge, (rate-1)/K^2 at K=0.4: 0.330 (limit 1/3)
Copying edge, rate/K^2 at K=0.4: 0.493 (limit 1/2)
delta = 20 um, D = 5.0e-10 m^2/s, cb = 1200 mol/m^3
nu = 6, Vm = 7.0e-06 m^3/mol, electrons per atom = 2
Recession speed v0 = 35.00 nm/s
Limiting current density = 964.9 A/m^2
Vm cb/nu = 0.00140; diffusion time delta^2/D = 0.80 s
Long-wave rate v0/delta = 1.750e-03 1/s
Long-wave tenfold time = 1316 s
Long-wave tenfold removal = 46.05 um
Wavelength/um, K, rate/(1/s), tenfold time/s, removal/um,
  tenfold time with copying edge/s
  5  25.1327  4.398e-02  52.4  1.83  52.35
  20  6.2832  1.100e-02  209.4  7.33  210.2
  100  1.2566  2.587e-03  890.1  31.15  1880
  500  0.2513  1.787e-03  1288.7  45.11  4.188e+04
  2000  0.0628  1.752e-03  1314.0  45.99  6.668e+05
Wavelength 100 um, a/a0 after the linear tenfold time:
  start 0.01 delta: 0.1000; start 0.2 delta: 0.0994
Fixed edge, v0 t/delta0 = 1.5: thickness/delta0 = 2.0000
  a/a0 marched 0.2632, formula 0.2633
Fixed edge, 100 um, tenfold: final layer 55.32 um,
  removal 35.32 um, time 1900 s
Unsteady s at Vm cb/nu = 0.1: K, matrix, relation
  0.050  0.096907  0.096907
  1.257  0.141726  0.141727
  5.000  0.476526  0.476598
Relative change of the example's rate by unsteadiness:
  5 um: -6.99e-04, divided by Vm cb/nu: -0.500
  100 um: -6.13e-04, divided by Vm cb/nu: -0.438
  2000 um: -4.67e-04, divided by Vm cb/nu: -0.334
```
